# A radial node does not guarantee a Cooper minimum: hydrogen 2s

**An argument to test**

Consider the following argument about photoionization of an s orbital with one radial node. The 2s orbital changes sign at $r=2a_0$. A slow photoelectron has little amplitude near the nucleus, so the outer lobe would decide the sign of the dipole amplitude. A fast photoelectron would sample the inner lobe. The lobes have opposite signs, so the amplitude would have to pass through zero at some electron energy, and hydrogen 2s would have a Cooper minimum.

A Cooper minimum here means a sign change of a dipole amplitude at positive electron energy. If the amplitude is continuous and has opposite signs at low and high energy, a zero does follow. The question is whether hydrogen supplies those opposite signs. The argument reads them from the bound orbital alone, but the amplitude is an integral over a product, and the continuum wave has nodes too.

**What has to be calculated**

I take nonrelativistic hydrogen with a fixed nucleus, an isolated 2s state and electric-dipole coupling. Atomic units are used in the derivation: $r$ is in bohr, energy in hartree, and the electron energy is $\varepsilon=k^2/2$. Radial functions $P$ include the factor $r$. The initial function is

$$P_{2s}(r)=\frac{1}{\sqrt2}\,r\left(1-\frac r2\right)e^{-r/2},$$

and the amplitude is

$$R(k)=\int_0^\infty P_{2s}\,r\,P_{kp}\,dr=\frac1{\sqrt2}\int_0^\infty\left(r^2-\frac{r^3}{2}\right)e^{-r/2}P_{kp}\,dr. \tag{1}$$

The final function $P_{kp}$ is real and positive near the origin, which fixes the sign of $R$. It obeys

$$P''+\left(k^2+\frac2r-\frac2{r^2}\right)P=0 .$$

Set $P=r^2e^{-ikr}f$. Differentiating twice and dividing by $r^2e^{-ikr}$ gives

$$f''+\left(\frac4r-2ik\right)f'+\left(\frac2{r^2}-\frac{4ik}{r}-k^2\right)f+\left(k^2+\frac2r-\frac2{r^2}\right)f=0 .$$

The terms in $k^2$ and $1/r^2$ cancel. With $z=2ikr$ the rest becomes Kummer's equation,

$$z f_{zz}+(4-z)f_z-af=0,\qquad a=2+\frac ik .$$

The regular solution is therefore

$$P_{kp}=N r^2g(r),\qquad g=e^{-ikr}M(a,4,2ikr),\qquad g(0)=1,$$

where $M$ is the confluent hypergeometric function. Kummer's transformation $M(a,b,z)=e^zM(b-a,b,-z)$ shows that $g$ equals its complex conjugate, so it is real.

**Normalization**

For unit normalization per hartree, $P_{kp}$ must oscillate at large $r$ with amplitude $\sqrt{2/(\pi k)}$. This is because two sine waves of unit amplitude overlap to $(\pi/2)\delta(k-k')$, and $\delta(k-k')=k\,\delta(\varepsilon-\varepsilon')$.

At large $r$, $M$ consists of two terms, which make complex-conjugate contributions to $g$. One of them is $\Gamma(4)e^zz^{a-4}/\Gamma(a)$. Since $|(2ikr)^{-2+i/k}|=(2kr)^{-2}e^{-\pi/(2k)}$, the two together give $r^2g$ the oscillation amplitude

$$2\cdot\frac{6\,e^{-\pi/(2k)}}{4k^2|\Gamma(2+i/k)|}=\frac{3\,e^{-\pi/(2k)}}{k^2|\Gamma(2+i/k)|}.$$

Hence

$$N^2=\frac{2}{\pi k}\,\frac{k^4e^{\pi/k}}{9}\,|\Gamma(2+i/k)|^2 .$$

Now use $|\Gamma(2+i/k)|^2=(1+k^{-2})(\pi/k)/\sinh(\pi/k)$ and $e^{\pi/k}/\sinh(\pi/k)=2/(1-e^{-2\pi/k})$. The powers of $k$ combine to

$$N=\frac23\,\frac{\sqrt{1+k^2}}{\sqrt{1-e^{-2\pi/k}}}. \tag{2}$$

This is positive for every $k>0$, so normalization cannot produce a zero.

**The integral**

Define, for $s>0$,

$$L(s)=\int_0^\infty r^3e^{-sr}g(r)\,dr .$$

Expand $M=\sum_n (a)_n(2ikr)^n/[(4)_n n!]$, with $(a)_n=a(a+1)\cdots(a+n-1)$. Each term needs $\int_0^\infty r^{n+3}e^{-(s+ik)r}dr=(n+3)!/(s+ik)^{n+4}$, and $(4)_n=(n+3)!/6$. The factorials cancel and a binomial series remains:

$$L=\frac{6}{(s+ik)^4}\sum_n\frac{(a)_n}{n!}\left(\frac{2ik}{s+ik}\right)^n=\frac{6}{(s+ik)^4}\left(\frac{s-ik}{s+ik}\right)^{-a}.$$

The series converges for $s>\sqrt3\,k$. Both the integral and the final expression are analytic for $\mathrm{Re}\,s>0$, so the result extends to all $s>0$. Inserting $a=2+i/k$ and $(s+ik)/(s-ik)=e^{2i\arctan(k/s)}$ gives

$$L(s)=\frac{6}{(s^2+k^2)^2}\exp\left[-\frac2k\arctan\frac ks\right]. \tag{3}$$

Each derivative with respect to $s$ brings down a factor $-r$. After $P_{kp}=Nr^2g$ is inserted, Eq. (1) contains $\int r^4e^{-r/2}g\,dr=-L'$ and $\int r^5e^{-r/2}g\,dr=L''$, both at $s=1/2$:

$$R=\frac N{\sqrt2}\left[-L'-\frac12L''\right]_{s=1/2}. \tag{4}$$

From Eq. (3), with $d\arctan(k/s)/ds=-k/(s^2+k^2)$,

$$\frac{L'}L=\frac{2-4s}{s^2+k^2}. \tag{5}$$

At $s=1/2$ this vanishes. The reason is physical: $r^2e^{-r/2}$ is proportional to $P_{2p}$, and the bound 2p state is orthogonal to every continuum state of the same p-wave Hamiltonian. The first term of Eq. (1) therefore drops out at every energy.

The weight that survives, $-r^3e^{-r/2}/2$, has no node. That alone does not settle the matter, since $P_{kp}$ oscillates. The sign comes from the second derivative. Because $L'=0$ at this point, $L''/L$ equals the derivative of Eq. (5), and the numerator $2-4s$ is itself zero there. Hence

$$L''=-\frac{4L}{k^2+1/4},\qquad -L'-\frac12L''=\frac{2L}{k^2+1/4}>0 .$$

Equation (3) at $s=1/2$ supplies $L=6(k^2+1/4)^{-2}e^{-(2/k)\arctan2k}$. The bracket in Eq. (4) is thus $12\,(k^2+1/4)^{-3}=768\,(1+4k^2)^{-3}$ times the exponential. With Eq. (2), the constant is $(2/3)(768/\sqrt2)=256\sqrt2$, and

$$R(k)=\frac{256\sqrt2\,\sqrt{1+k^2}}{(1+4k^2)^3}\,\frac{e^{-(2/k)\arctan2k}}{\sqrt{1-e^{-2\pi/k}}}. \tag{6}$$

Every factor is positive at every finite $k>0$. In this model hydrogen 2s has no Cooper minimum.

**The two ends of the energy range**

As $k\to0$, $(2/k)\arctan2k\to4$ and $R\to256\sqrt2\,e^{-4}=6.631$, in $a_0E_h^{-1/2}$, where $E_h$ is the hartree. As $k\to\infty$, the exponential tends to one and $1-e^{-2\pi/k}\to2\pi/k$, so

$$R\to\frac{256\sqrt2\,k}{64k^6}\sqrt{\frac{k}{2\pi}}=\frac4{\sqrt\pi}\,k^{-9/2}.$$

Both ends are positive. The argument has the right sign at high energy, but not for the right reason: the inner lobe's contribution itself changes sign with energy. At $k=4.5$ the inner lobe contributes $-0.0071$ and the outer $+0.0090$; at $k=6$ they contribute $+0.0053$ and $-0.0047$. At low energy the assumed negative sign is itself wrong.

The threshold wave shows why. In the limit $k\to0$, the product $(a)_n(2ikr)^n$ tends to $(-2r)^n$, and the series for $g$ becomes

$$\sum_n\frac{(-2r)^n}{(4)_n n!}=6(2r)^{-3/2}J_3(\sqrt{8r}).$$

With $N\to2/3$ this gives $P_{0p}=\sqrt{2r}\,J_3(\sqrt{8r})$, whose first node beyond the origin is at $r=5.088$. The weight $rP_{2s}$ has its extrema where $r^2-8r+8=0$, and the outer one is at $r=4+2\sqrt2=6.828$. The continuum wave has thus already changed sign where the outer lobe is largest. There, negative times negative is positive.

Not all of the outer lobe contributes positively. At threshold it contributes $-1.799$ between $r=2$ and $r=5.088$, and $-3.485$ between the second and third nodes of the continuum wave, at $r=11.91$ and $r=21.17$. The positive stretch between these two regions, which contains the peak of the lobe, contributes $+11.637$ and outweighs both. Everything beyond $r=21.17$ adds a net $+0.157$. Gauss–Legendre quadrature, divided at the orbital node, gives the net balance at threshold: $+0.120$ from the inner lobe and $+6.511$ from the outer.

**Could there still be a shallow minimum?**

A cross section might dip without reaching zero, so positivity of $R$ does not exclude every minimum. For light polarized along $z$, the dipole cross section is $4\pi^2\alpha\omega$ times the squared matrix element of $z$, in units of $a_0^2$. Here $\alpha$ is the fine-structure constant and $\omega=\varepsilon+1/8=(1+4k^2)/8$ is the photon energy. The angular integral from s to p contributes $1/3$, so

$$\sigma=\frac{4\pi^2\alpha}{3}\,a_0^2\,\omega R^2. \tag{7}$$

Taking the logarithm and differentiating gives

$$\frac{d\ln\sigma}{dk}=\frac{2k}{1+k^2}-\frac{40k}{1+4k^2}+\frac4{k^2}\left[\arctan x-\frac{x}{1+x^2}\right]+\frac1k\,\frac{u}{e^u-1},$$

with $x=2k$ and $u=2\pi/k$. One term is negative and three are positive. Each positive term can be bounded.

First, $1+4k^2<4(1+k^2)$ gives $2k/(1+k^2)<8k/(1+4k^2)$.

Second, the square bracket equals $\int_0^x2t^2(1+t^2)^{-2}dt$. Since

$$\frac{d}{dt}\frac{t^3}{1+t^2}=\frac{3t^2+t^4}{(1+t^2)^2}\ge\frac{3t^2}{(1+t^2)^2},$$

the bracket is at most $(2/3)x^3/(1+x^2)$. Its term is then at most $(64/3)k/(1+4k^2)$.

Third, $e^u-1>u+u^2/2+u^3/6$ gives

$$\frac1k\,\frac u{e^u-1}<\frac{k}{k^2+\pi k+2\pi^2/3}<\frac{k}{k^2+1/4}=\frac{4k}{1+4k^2}.$$

Adding the coefficients, $8-40+64/3+4=-20/3$, so

$$\frac{d\ln\sigma}{dk}<-\frac{20}{3}\,\frac{k}{1+4k^2}<0 .$$

The cross section falls strictly with energy. It has no local minimum of any depth.

**The same node with a zero**

To see what the continuum wave decides, keep $P_{2s}$ fixed and add a repulsion $2/r^2$ hartree to the p channel alone. The radial barrier rises from $1/r^2$ to $3/r^2$, the value for Coulomb index 2. This is an artificial control, not an atom. I use the length form, the matrix element of $r$, to define its amplitude $R_c$. The velocity form does not agree, because a channel-dependent potential does not commute with the position vector. At $k=1/2$, where the length form will turn out to vanish, the velocity form gives $+1.30$ in the same units. It changes sign too, but at a lower energy: it is $-0.34$ at $k=0.1$ and $+0.97$ at $k=0.3$. The position of the zero found below therefore belongs to the length form.

The regular wave is now $N_cr^3h$, with $h=e^{-ikr}M(3+i/k,6,2ikr)$. The same termwise integration gives

$$K(s)=\int_0^\infty r^5e^{-sr}h\,dr=\frac{120}{(s^2+k^2)^3}e^{-(2/k)\arctan(k/s)},\qquad \frac{K'}K=\frac{2-6s}{s^2+k^2}.$$

The weight $r^2-r^3/2$ now produces $K+K'/2$. At $s=1/2$,

$$K+\frac12K'=K\left[1-\frac{1}{2(k^2+1/4)}\right]=K\,\frac{4k^2-1}{4k^2+1}.$$

The first term no longer vanishes, since 2p is not an eigenstate of the altered channel. The two terms compete, and they cancel at $k=1/2$.

For the normalization, the large-$r$ amplitude of $r^3h$ is $30e^{-\pi/(2k)}/[k^3|\Gamma(3+i/k)|]$. Comparison with the earlier case gives

$$\frac{N_c}{N}=\frac{k}{10}\,\frac{|\Gamma(3+i/k)|}{|\Gamma(2+i/k)|}=\frac{k}{10}\sqrt{4+\frac1{k^2}}=\frac{\sqrt{1+4k^2}}{10}.$$

The integrals contribute a further factor $120/12=10$ and the sign-changing fraction, so

$$\frac{R_c}{R}=\frac{4k^2-1}{\sqrt{1+4k^2}}. \tag{8}$$

The control starts at $-6.631$ at threshold and changes sign at $\varepsilon=1/8$ hartree, or 3.4014 eV. Its threshold wave has its first node at $r=9.617$, beyond the peak of the outer lobe. The displaced wave supplies the low-energy sign that the criticized argument assumed. Equation (8) grows as $2k$ at high energy because the added $1/r^2$ repulsion acts down to the nucleus, so the control should not be read as a model of a smooth atomic core.

**Numbers up to 13.5 nm**

The table follows a free hydrogen atom in 2s. Amplitudes are in $a_0E_h^{-1/2}$. The lobe contributions come from the same split quadrature, with Coulomb functions for the continuum.

| $\varepsilon$ (eV) | inner | outer | $R$ | $\sigma$ (Mb) | $R_c$ |
|---:|---:|---:|---:|---:|---:|
| 0.1 | 0.1206 | 6.2203 | 6.3408 | 13.91 | −6.0659 |
| 1.0 | 0.1226 | 4.3087 | 4.4313 | 8.541 | −2.7503 |
| 3.4014 | 0.1271 | 2.0593 | 2.1865 | 3.214 | 0 |
| 10 | 0.1341 | 0.5507 | 0.6848 | 0.6210 | 0.6693 |
| 30 | 0.1292 | −0.0005 | 0.1287 | 0.0547 | 0.3212 |
| 88.44 | 0.0610 | −0.0432 | 0.0179 | 0.00290 | 0.0860 |

Lobe cancellation is real at the higher energies. The outer contribution is negative at 30 eV, and at 88.44 eV it removes about 71% of the inner one. The tabulated trend alone might suggest a zero further up; Eq. (6) excludes it.

The last row belongs to the lithographic wavelength 13.5 nm. The photon energy is 91.840 eV and the 2s binding energy 3.4014 eV, leaving 88.439 eV. One hartree is $8\times3.4014=27.211$ eV, so $k^2=2(88.439)/27.211=6.500$ and $k=2.5495$. Equation (6) becomes

$$R=\frac{362.04\times2.7386}{(27.00)^3}\,\frac{0.3395}{0.9565}=0.0179 .$$

With $\omega=91.840/27.211=3.375$ and $(4\pi^2\alpha/3)a_0^2=2.689$ Mb, Eq. (7) gives $\sigma=2.90\times10^{-3}$ Mb, or $2.90\times10^{-21}\ \mathrm{cm^2}$. This is about 5100 times below the threshold value of 14.78 Mb, yet no minimum has been crossed.

**Limits of the model, and resists**

Retardation opens an electric-quadrupole channel to d waves. For photon wave number $q=\alpha\omega$, expanding the plane wave one order further adds $(i/2)qxz$ to the operator $z$. The squared angular factors, $1/15$ for $xz/r^2$ and $1/3$ for $z/r$, give a cross-section ratio $q^2R_2^2/(20R^2)$, where $R_2=\int P_{2s}r^2P_{kd}\,dr$. Quadrature gives $2.7\times10^{-4}$ at 13.5 nm. The leading retardation correction to the dipole channel is smaller, about $7\times10^{-5}$ of the cross section, and is not included. The relativistic parameter $(v/c)^2=(\alpha k)^2$ is $3.5\times10^{-4}$, and the electron–proton mass ratio, which sizes nuclear recoil, is $5.4\times10^{-4}$.

A stray field $F$ mixes 2s with 2p. Taking a rough interval of 1 GHz to the nearest 2p level and the coupling $\sqrt3\,ea_0F$, the squared ratio of coupling to interval, which estimates the 2p admixture probability while it is small, is $4.9\times10^{-4}$ at 10 V/cm. It grows as $F^2$; at several hundred V/cm the estimate fails and "2s" no longer describes the initial state. Ionization of the admixed 2p part leads to s and d waves, so a zero in the p amplitude would not by itself make the total cross section vanish.

An EUV resist is further from this model. Its absorbers are many-electron atoms in molecules, not excited hydrogen. Their potentials are not purely Coulombic, several subshells absorb, and an initial orbital with $l>0$ feeds two dipole channels. The value 2.90 kb is therefore no estimate of resist absorption, and the present calculation supplies no factor to convert it. For a resist element, a minimum near 13.5 nm has to be sought with that element's own orbitals and continuum waves.

**Conclusion**

The argument fails for hydrogen 2s. The node makes cancellation between lobes possible; whether it becomes complete depends on the continuum wave. To use the sign-change argument for another atom, one must calculate the whole amplitude and find opposite signs at two energies, not infer them from the signs of the lobes.
